**Defect-subspace Dyson equation and Lloyd formula on a gapped chain**

For H = H0 + V, with V confined to a finite set D of orbitals, the program tests the restricted Dyson equation, the bound-state condition det(1 − G0 V) = 0 on D, and the state-count change ΔN(E) = −(1/π) arg det(1 − G0 V) at E + i0. Here G0 is the host Green function; the host is an infinite chain with alternating site energies ±Δ and hopping −t, and the defect shifts one site by U and weakens its two bonds. The program asserts that the closed host Green function agrees with a Brillouin-zone average, and that the restricted Dyson equation agrees with inversion of a whole finite chain. Bound levels and their site weights are asserted against chain eigenvalues and eigenvectors, and ΔN and the density-of-states change against eigenvalue sums for 3001-site chains. A nine-site cluster tests the order of a degenerate zero and the zeros-minus-poles count at a host level. The output shows bound levels at −2.355 eV and −0.152 eV, and none when only the bonds are weakened. Outside the bands ΔN takes the values 0, 1, 0, 1, 0 with rising energy, in agreement with direct counting.

## Numerical verification

```python
"""Dyson equation in a defect subspace, bound states and Lloyd formula.

Result under test, for H = H0 + V with V nonzero only on a finite set D:
  G_DD = (1 - G0_DD V_DD)^-1 G0_DD,
  bound states outside the host spectrum: zeros of det_D(1 - G0_DD V_DD),
  change of the integrated density of states: -(1/pi) arg det_D(E + i0).
Host: infinite chain, site energy +delta (even sites), -delta (odd sites),
hopping -t. Defect: energy shift u on site 0, and the two bonds of site 0
changed from -t to -t_new. Energies in eV, one spin direction.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

t, delta, u, t_new = 1.0, 0.75, -2.0, 0.8
outer_edge = np.sqrt(delta**2 + 4 * t**2)
defect_sites = [-1, 0, 1]


def decay_factor(z):
    """Root of modulus below one of lam + 1/lam = (z^2-delta^2-2t^2)/t^2."""
    x = (np.asarray(z, complex)**2 - delta**2 - 2 * t**2) / (2 * t**2)
    root = np.sqrt(x * x - 1)
    big = np.where(abs(x + root) >= abs(x - root), x + root, x - root)
    return 1 / big


def cell_green(z, j):
    lam = decay_factor(z)
    return lam**(abs(j) + 1) / (t**2 * (1 - lam**2))


def host_green(z, n, m):
    """Closed form of the host Green function between sites n and m."""
    distance = abs(n - m)
    j = distance // 2
    if distance % 2:
        return -t * (cell_green(z, j) + cell_green(z, j + 1))
    return (z + (delta if n % 2 == 0 else -delta)) * cell_green(z, j)


def host_block(z, rows, cols):
    return np.array([[complex(host_green(z, n, m)) for m in cols]
                     for n in rows])


def defect_matrix(shift, hop):
    v = np.zeros((3, 3))
    v[1, 1] = shift
    v[0, 1] = v[1, 0] = v[1, 2] = v[2, 1] = t - hop
    return v


def det_closed(z, shift=u, hop=t_new):
    """Closed form of the defect determinant."""
    r2 = (hop / t)**2
    return r2 + (z + delta) * cell_green(z, 0) * (
        (1 - r2) * (z - delta) - shift)


def chain(half, shift, hop):
    """Diagonal and off-diagonal of a finite open chain, sites -half..half."""
    sites = np.arange(-half, half + 1)
    diagonal = np.where(sites % 2 == 0, delta, -delta).astype(float)
    off = np.full(2 * half, -t)
    diagonal[half] += shift
    off[half - 1:half + 1] = -hop
    return diagonal, off


def chain_levels(half, shift, hop):
    return eigh_tridiagonal(*chain(half, shift, hop), eigvals_only=True,
                            lapack_driver='sterf')


def count_change(energy, eta=1e-9):
    """-(1/pi) arg det, continued from energy + i*infinity to i*eta."""
    path = energy + 1j * np.geomspace(1e4, eta, 6000)
    return -np.unwrap(np.angle(det_closed(path)))[-1] / np.pi


def count_change_band(energy):
    """Closed arctangent form, valid inside the two bands here."""
    w, r2 = energy**2 - delta**2, (t_new / t)**2
    top = abs(energy + delta) * ((1 - r2) * (energy - delta) - u)
    return np.arctan(top / (r2 * np.sqrt(w * (4 * t**2 - w)))) / np.pi


def bound_levels(shift, hop):
    """All zeros of the determinant outside the host bands."""
    gap_eps, found = 1e-7, []

    def real_det(energy):
        return float(np.real(det_closed(energy, shift, hop)))
    for low, high in [(-12.0, -outer_edge), (-delta, delta),
                      (outer_edge, 12.0)]:
        grid = np.linspace(low + gap_eps, high - gap_eps, 3001)
        values = np.real(det_closed(grid, shift, hop))
        for i in np.flatnonzero(values[:-1] * values[1:] < 0):
            found.append(brentq(real_det, grid[i], grid[i + 1], xtol=1e-13))
    return np.array(found)


# Host Green function: closed form against the Brillouin-zone average
z_test = 0.3 + 0.2j
k = -np.pi / 2 + np.pi * np.arange(600) / 600
bloch = np.zeros((600, 2, 2), complex)
bloch[:, 0, 0], bloch[:, 1, 1] = z_test - delta, z_test + delta
bloch[:, 0, 1] = bloch[:, 1, 0] = 2 * t * np.cos(k)
bloch_inverse = np.linalg.inv(bloch)
for n, m in [(0, 0), (1, 1), (0, 1), (-1, 1), (0, 4), (-2, 3)]:
    average = np.mean(np.exp(1j * k * (n - m)) * bloch_inverse[:, n % 2, m % 2])
    assert abs(average - host_green(z_test, n, m)) < 1e-11

# Restricted Dyson equation against inversion of a whole finite chain
half = 150
diagonal, off = chain(half, u, t_new)
full_h = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
full_green = np.linalg.inv(z_test * np.eye(2 * half + 1) - full_h)
v_d = defect_matrix(u, t_new)
g0_d = host_block(z_test, defect_sites, defect_sites)
dressed = np.linalg.solve(np.eye(3) - g0_d @ v_d, g0_d)
index = np.array(defect_sites) + half
dyson_error = abs(dressed - full_green[np.ix_(index, index)]).max()
assert dyson_error < 1e-10
t_matrix = v_d @ np.linalg.inv(np.eye(3) - g0_d @ v_d)
outside = (host_green(z_test, 5, -4) + host_block(z_test, [5], defect_sites)
           @ t_matrix @ host_block(z_test, defect_sites, [-4]))[0, 0]
assert abs(outside - full_green[half + 5, half - 4]) < 1e-10
det_matrix = np.linalg.det(np.eye(3) - g0_d @ v_d)
assert abs(det_matrix - det_closed(z_test)) < 1e-11

# Determinant identity for a random complex Hermitian host and defect
rng = np.random.default_rng(4)
a = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
b = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
h_random, v_random = a + a.conj().T, np.zeros((12, 12), complex)
v_random[:3, :3] = b + b.conj().T
z_r = 0.4 + 0.7j
g_random = np.linalg.inv(z_r * np.eye(12) - h_random)
ratio = (np.linalg.det(z_r * np.eye(12) - h_random - v_random)
         / np.linalg.det(z_r * np.eye(12) - h_random))
small = np.linalg.det(np.eye(3) - g_random[:3, :3] @ v_random[:3, :3])
assert abs(ratio - small) < 1e-9 * max(1, abs(ratio))

# Degenerate zero, and zeros minus poles at a host level: a nine-site
# cluster with equal hopping between all sites, three sites shifted by -2
cluster = -np.ones((9, 9))
cluster_levels = np.linalg.eigvalsh(
    cluster + np.diag([-2.0] * 3 + [0.0] * 6))
host_levels = np.linalg.eigvalsh(cluster)


def winding(center):
    angles = np.linspace(0, 2 * np.pi, 801)
    values = []
    for z in center + 0.3 * np.exp(1j * angles):
        g = np.linalg.inv(z * np.eye(9) - cluster)[:3, :3]
        values.append(np.linalg.det(np.eye(3) + 2 * g))
    phase = np.unwrap(np.angle(values))
    return int(round((phase[-1] - phase[0]) / (2 * np.pi)))


def degeneracy(levels, center):
    return int(np.sum(abs(levels - center) < 1e-8))


wind_bound, wind_host = winding(-2.0), winding(0.0)
assert wind_bound == degeneracy(cluster_levels, -2.0) == 2
deg_new, deg_old = degeneracy(cluster_levels, 0), degeneracy(host_levels, 0)
assert wind_host == deg_new - deg_old and deg_new > 0

# Bound levels against chain eigenvalues, with each part of V switched off
cases = {"full defect": (u, t_new), "site shift only": (u, t),
         "weak bonds only": (0.0, t_new)}
levels = {}
for name, (shift, hop) in cases.items():
    levels[name] = bound_levels(shift, hop)
    e = chain_levels(300, shift, hop)
    isolated = e[(abs(e) > outer_edge + 1e-6) | (abs(e) < delta - 1e-6)]
    assert len(isolated) == len(levels[name])
    assert np.allclose(isolated, levels[name], atol=1e-9, rtol=0)
bound = levels["full defect"]
assert len(bound) == 2

# Weights from the null vector and dG0/dE against chain eigenvectors
energies, vectors = eigh_tridiagonal(*chain(half, u, t_new))
weights, step = [], 1e-5
for energy in bound:
    g = host_block(energy, defect_sites, defect_sites)
    null = np.linalg.svd(np.eye(3) - g @ v_d)[2][-1].conj()
    slope = (host_block(energy + step, defect_sites, defect_sites)
             - host_block(energy - step, defect_sites, defect_sites)) / (2 * step)
    norm = -np.real(null.conj() @ v_d @ slope @ v_d @ null)
    weights.append(abs(null)**2 / norm)
    vector = vectors[:, np.argmin(abs(energies - energy))]
    assert np.allclose(weights[-1], vector[index]**2, atol=1e-7)
    tail = vector[half + 12] / vector[half + 10]
    assert abs(tail - (-1) * np.real(decay_factor(energy)) * (-1)) < 1e-7

# Lloyd formula against sums over eigenvalues of long chains
e_new, e_old = chain_levels(1500, u, t_new), chain_levels(1500, 0.0, t)


def chain_count(energy, eta):
    return (np.arctan((energy - e_new) / eta).sum()
            - np.arctan((energy - e_old) / eta).sum()) / np.pi


def chain_density(energy, eta):
    return (np.sum(eta / ((energy - e_new)**2 + eta**2))
            - np.sum(eta / ((energy - e_old)**2 + eta**2))) / np.pi


def to_zero_width(function, energy, eta=0.01):
    return (8 * function(energy, eta) - 6 * function(energy, 2 * eta)
            + function(energy, 4 * eta)) / 3


table, h = [], 1e-4
for energy in [-1.8, -1.4, -1.0, 1.1, 1.4, 1.8]:
    assert abs(chain_count(energy, 0.01) - count_change(energy, 0.01)) < 1e-6
    z = energy + 0.05j
    trace = np.sum(1 / (z - e_new)) - np.sum(1 / (z - e_old))
    log_slope = (det_closed(z + h) - det_closed(z - h)) / (2 * h * det_closed(z))
    assert abs(trace - log_slope) < 1e-4
    number = count_change_band(energy)
    density = (count_change_band(energy + h)
               - count_change_band(energy - h)) / (2 * h)
    assert abs(number - count_change(energy)) < 1e-6
    number_chain = to_zero_width(chain_count, energy)
    density_chain = to_zero_width(chain_density, energy)
    # remaining error is of third order in the broadening
    assert abs(number - number_chain) < 2e-3
    assert abs(density - density_chain) < 5e-3
    table.append((energy, number, number_chain, density, density_chain))

# Integer plateaus outside the bands against plain counting of levels
plateaus = []
for energy in [bound[0] - 0.1, (bound[0] - outer_edge) / 2,
               (bound[1] - delta) / 2, (bound[1] + delta) / 2,
               outer_edge + 0.1]:
    counted = int(np.sum(e_new < energy) - np.sum(e_old < energy))
    assert abs(count_change(energy) - counted) < 1e-5
    plateaus.append((energy, count_change(energy), counted))

# Values just inside the band edges: half-integer jumps where det diverges
edge_values = [(name, count_change(edge + side * 1e-6))
               for name, edge, side in [
                   ("lower band bottom", -outer_edge, 1),
                   ("lower band top", -delta, -1),
                   ("upper band bottom", delta, 1),
                   ("upper band top", outer_edge, -1)]]
for (name, value), expected in zip(edge_values, [0.5, 0.0, 0.5, 0.5]):
    assert abs(value - expected) < 5e-3, name

print(f"t = {t:.2f} eV, delta = {delta:.2f} eV")
print(f"U = {u:.2f} eV, t_new = {t_new:.2f} eV")
print(f"band edges: +-{delta:.4f} and +-{outer_edge:.4f} eV")
print(f"test energy z = {z_test:.2f} eV")
print(f"host G0_00(z) = {complex(host_green(z_test, 0, 0)):.5f} 1/eV")
print(f"defect G_00(z) = {dressed[1, 1]:.5f} 1/eV")
print(f"det(z) = {det_matrix:.5f}")
print(f"largest G_DD error against chain = {dyson_error:.1e} 1/eV")
for name, values in levels.items():
    text = ", ".join(f"{value:.5f}" for value in values) or "none"
    print(f"bound levels, {name}: {text} (eV)")
for energy, weight in zip(bound, weights):
    lam = float(np.real(decay_factor(energy)))
    print(f"level {energy:.5f} eV: weight site 0 = {weight[1]:.4f},")
    print(f"  each neighbour = {weight[0]:.4f}, three sites = {weight.sum():.4f}")
    print(f"  amplitude factor per two-site cell = {lam:.4f}")
print("E (eV), dN Lloyd, dN chain, drho Lloyd, drho chain (1/eV)")
for row in table:
    print("  {:.2f}  {:.4f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print("outside bands: E (eV), dN from phase, dN counted")
for energy, value, counted in plateaus:
    print(f"  {energy:.4f}  {abs(value):.4f}  {counted}")
print("dN at 1e-6 eV inside each band edge")
for name, value in edge_values:
    print(f"  {name}: {value:.4f}")
print(f"cluster: winding at bound level -2 = {wind_bound}")
print(f"cluster: winding at host level 0 = {wind_host}")
print(f"cluster: degeneracy at 0, host = {deg_old}, with defect = {deg_new}")
print("all tests passed")
```

It prints:

```
t = 1.00 eV, delta = 0.75 eV
U = -2.00 eV, t_new = 0.80 eV
band edges: +-0.7500 and +-2.1360 eV
test energy z = 0.30+0.20j eV
host G0_00(z) = -0.65898-0.21583j 1/eV
defect G_00(z) = 0.91305-0.34139j 1/eV
det(z) = -0.55567-0.44415j
largest G_DD error against chain = 3.1e-16 1/eV
bound levels, full defect: -2.35474, -0.15223 (eV)
bound levels, site shift only: -2.60245, 0.04907 (eV)
bound levels, weak bonds only: none (eV)
level -2.35474 eV: weight site 0 = 0.4270,
  each neighbour = 0.2035, three sites = 0.8340
  amplitude factor per two-site cell = 0.3850
level -0.15223 eV: weight site 0 = 0.3797,
  each neighbour = 0.1788, three sites = 0.7373
  amplitude factor per two-site cell = -0.4873
E (eV), dN Lloyd, dN chain, drho Lloyd, drho chain (1/eV)
  -1.80  0.2407  0.2407  -0.2079  -0.2078
  -1.40  0.1841  0.1841  -0.1138  -0.1138
  -1.00  0.1289  0.1289  -0.1997  -0.1997
  1.10  0.4251  0.4251  -0.0477  -0.0476
  1.40  0.4208  0.4208  0.0123  0.0124
  1.80  0.4376  0.4376  0.0749  0.0750
outside bands: E (eV), dN from phase, dN counted
  -2.4547  0.0000  0
  -2.2454  1.0000  1
  -0.4511  0.0000  0
  0.2989  1.0000  1
  2.2360  0.0000  0
dN at 1e-6 eV inside each band edge
  lower band bottom: 0.4995
  lower band top: 0.0003
  upper band bottom: 0.5000
  upper band top: 0.4997
cluster: winding at bound level -2 = 2
cluster: winding at host level 0 = -3
cluster: degeneracy at 0, host = 8, with defect = 5
all tests passed
```
